# Surface-limited carrier lifetime of a silicon wafer with two recombining faces

## Problem

A wide p-type silicon wafer of thickness $W=200\ \mu\mathrm{m}$ is lit by a short flash, which creates excess electrons. They diffuse with $D=30\ \mathrm{cm^2/s}$ and recombine at both faces, each with surface recombination velocity $S=100\ \mathrm{cm/s}$. Bulk recombination is to be ignored at first.

(a) With what lifetime does the slowest diffusion mode decay?

(b) How much of this lifetime is due to the time carriers need to diffuse to the faces?

(c) When may the decay be treated as a single exponential?

(d) Which neglected effects limit the accuracy of the answer for a real wafer?

The excess electron density $n(x,t)$ is assumed small compared with the hole density (low injection). $D$ and $S$ are constant, the interior is free of electric field, and $x$ runs from $-W/2$ to $W/2$.

## A tempting solution, which is wrong

Carriers disappear at the faces, so one sets $n(\pm W/2)=0$. The lowest mode is then $\cos(\pi x/W)$. Inserting it, with time factor $e^{-t/\tau}$, into $\partial n/\partial t=D\,\partial^2n/\partial x^2$ gives $1/\tau=D\pi^2/W^2$, or

$$\tau=\frac{W^2}{\pi^2D}=\frac{(0.02\ \mathrm{cm})^2}{\pi^2\times30\ \mathrm{cm^2/s}}=1.35\ \mu\mathrm{s}.$$

**The fault.** The result does not contain $S$, although $S$ was given. The lost information sits in the boundary condition. A face with recombination velocity $S$ removes $Sn$ carriers per unit area and time, where $n$ is the density at that face. The assumed mode, with density $n_c$ at the centre, sends to each face the flux

$$D n_c\frac{\pi}{W}=n_c\times\frac{30\pi}{0.02}\ \mathrm{cm/s}\approx 4700\ \mathrm{cm/s}\times n_c .$$

Even if the density at the face were as high as $n_c$, the face could remove only $100\ \mathrm{cm/s}\times n_c$. The mode demands a recombination rate about 47 times larger than that. Carriers must therefore pile up at the faces until the flux that arrives equals the flux that recombines.

## The right solution

### Equation and boundary conditions

The particle flux in the $+x$ direction is $J=-D\,\partial n/\partial x$. Carrier balance in a thin slice, with a bulk lifetime $\tau_b$ kept for later use, gives

$$\frac{\partial n}{\partial t}=-\frac{\partial J}{\partial x}-\frac{n}{\tau_b}=D\frac{\partial^2n}{\partial x^2}-\frac{n}{\tau_b}.$$

At each face the outward flux equals $Sn$. Outward means $+x$ on the right and $-x$ on the left, so

$$-D\frac{\partial n}{\partial x}=Sn\ \ \text{at } x=\tfrac W2,\qquad +D\frac{\partial n}{\partial x}=Sn\ \ \text{at } x=-\tfrac W2 .$$

### Separation of variables

Put $n=X(x)e^{-t/\tau}$. Then $-X/\tau=DX''-X/\tau_b$, or

$$DX''=-\lambda X,\qquad \lambda=\frac1\tau-\frac1{\tau_b}.$$

To find the sign of $\lambda$, multiply by $X^*$, integrate over the wafer, and integrate by parts. The boundary conditions replace $X'(\pm W/2)$ by $\mp SX(\pm W/2)/D$, which gives

$$\lambda\int|X|^2dx=D\int|X'|^2dx+S\left[\,|X(\tfrac W2)|^2+|X(-\tfrac W2)|^2\right].$$

The right side is real and positive. We may therefore write $\lambda=D\alpha^2$ with $\alpha>0$, and

$$\frac1\tau=\frac1{\tau_b}+D\alpha^2 .$$

Within this model bulk and surface rates add. The surface-limited lifetime is $\tau_s=1/(D\alpha^2)$.

The general solution is $X=A\cos\alpha x+B\sin\alpha x$. With $u=\alpha W/2$, the right and left conditions read

$$D\alpha(A\sin u-B\cos u)=S(A\cos u+B\sin u),$$
$$D\alpha(A\sin u+B\cos u)=S(A\cos u-B\sin u).$$

Half their sum and half their difference are

$$A(D\alpha\sin u-S\cos u)=0,\qquad B(D\alpha\cos u+S\sin u)=0 .$$

Both brackets cannot vanish together. That would require $\tan u=S/(D\alpha)$ and $\cot u=-S/(D\alpha)$, whose product would be $1=-S^2/(D\alpha)^2$. Each mode is therefore either even or odd. Since $\alpha=2u/W$, the two conditions become

$$u\tan u=h\ \ (\text{even}),\qquad u\cot u=-h\ \ (\text{odd}),\qquad h=\frac{SW}{2D}.$$

The slowest mode has the smallest $u$. On $(0,\pi/2)$ the function $u\tan u$ rises from 0 to infinity, so there is one even root. There is no odd root there, because $u\cot u$ is positive. On $(\pi/2,\pi)$ $u\tan u$ is negative, which excludes even roots, while $u\cot u$ falls from 0 to $-\infty$ and gives one odd root. The next even root lies in $(\pi,3\pi/2)$. The lowest mode is thus even.

### (a) The lifetime

Here

$$h=\frac{100\times0.02}{2\times30}=0.033333 .$$

For small $u$, $\tan u\approx u+u^3/3$, so $u^2+u^4/3\approx h$ and $u^2\approx h-h^2/3=0.03296$. Numerical solution of the full equation gives $u=0.181566$ and $u^2=0.0329662$. As a check, $\tan u=0.18359$, and the product $u\tan u$ is $0.03333$, as required. Then

$$\tau_s=\frac{W^2}{4Du^2}=\frac{4\times10^{-4}}{120\times0.0329662}\ \mathrm s=101.1\ \mu\mathrm{s}.$$

A separate calculation divides the wafer into 400 cells, balances the fluxes between them, and finds the smallest decay rate of the resulting matrix. Its lifetime is 101.1136 µs, the same to all printed digits as that from the root.

### (b) The part due to diffusion

Integrate the diffusion equation over the thickness without bulk loss. If $\bar n$ is the mean density and $n_f$ the density at a face, then

$$W\frac{d\bar n}{dt}=-2Sn_f,\qquad\text{so}\qquad \frac1{\tau_s}=\frac{2S}{W}\,\frac{n_f}{\bar n}.$$

A uniform density would give $\tau_s=W/(2S)=100\ \mu\mathrm{s}$. In the true mode $n_f\propto\cos u$ and $\bar n\propto(\sin u)/u$, so

$$\frac{n_f}{\bar n}=u\cot u=0.989 .$$

The faces see a density 1.1% below the mean, and the lifetime is longer in proportion: $100/0.98899=101.1\ \mu\mathrm{s}$. Diffusion contributes 1.1 µs.

This small term can be found without solving for $u$. For small $u$ the profile is nearly $n_c(1-\alpha^2x^2/2)$. The average of $x^2$ is $W^2/12$, and its value at a face is $W^2/4$, so

$$\frac{\bar n-n_f}{n_c}\approx\frac{\alpha^2}2\left(\frac{W^2}4-\frac{W^2}{12}\right)=\frac{\alpha^2W^2}{12}=\frac{W^2}{12D\tau_s}.$$

To this order $n_f/\bar n\approx1-W^2/(12D\tau_s)$. Inserting this into $\tau_s\,n_f/\bar n=W/(2S)$ gives

$$\tau_s\approx\frac W{2S}+\frac{W^2}{12D}=100+1.111=101.111\ \mu\mathrm{s}.$$

One might instead add the perfect-sink time $W^2/(\pi^2D)$ to $W/(2S)$, which gives 101.35 µs. For weak surfaces this overstates the diffusion term, because it uses a profile that falls to zero at the faces.

### Bounds for every surface velocity

The two sums just found enclose the true lifetime for every $S>0$. To prove it, put $y=2x/W$ and expand $\cos uy$ on $-1\le y\le1$ in the functions $\cos k\pi y$. The constant term is $(\sin u)/u$. For $k\ge1$ the coefficient is

$$\int_{-1}^{1}\cos uy\,\cos k\pi y\,dy=\frac{\sin(u+k\pi)}{u+k\pi}+\frac{\sin(u-k\pi)}{u-k\pi}=(-1)^k\frac{2u\sin u}{u^2-k^2\pi^2}.$$

The periodic continuation of $\cos uy$ is continuous and piecewise smooth, so the series also holds at $y=1$, where $\cos k\pi=(-1)^k$:

$$\cos u=\frac{\sin u}u+2u\sin u\sum_{k=1}^\infty\frac1{u^2-k^2\pi^2}.$$

Divide by $u\sin u$ and use $1/h=(\cot u)/u$:

$$\frac1{u^2}-\frac1h=2\sum_{k=1}^\infty\frac1{k^2\pi^2-u^2}.$$

Every term on the right grows with $u$ on $(0,\pi/2)$. The left side, written as $1/u^2-(\cot u)/u$, has the end values

$$\frac{\sin u-u\cos u}{u^2\sin u}\to\frac{u^3/3}{u^3}=\frac13\quad(u\to0),\qquad \frac4{\pi^2}\quad(u=\pi/2).$$

Multiplication by $W^2/(4D)$, with $W^2/(4Dh)=W/(2S)$, gives

$$\frac W{2S}+\frac{W^2}{12D}<\tau_s<\frac W{2S}+\frac{W^2}{\pi^2D}.$$

For this wafer the bounds are 101.11 and 101.35 µs. The true value lies only 0.00245 µs above the lower one, because $h$ is small.

The opposite limit shows where the tempting solution belongs. As $h\to\infty$, $u\to\pi/2$ and $\tau_s\to W^2/(\pi^2D)$. Since $u<\pi/2$, the lifetime is always above this value, and by the upper bound it exceeds it by less than $W/(2S)$. With $S=10^5\ \mathrm{cm/s}$ and the same $W$ and $D$, $W/(2S)=0.1\ \mu\mathrm{s}$, so the lifetime lies between 1.35 and 1.45 µs. There the perfect-sink result is good to better than 8% of its own value.

### (c) When one exponential is enough

Two modes $X_i$ and $X_j$ with different $\alpha$ are orthogonal. Indeed,

$$(\alpha_i^2-\alpha_j^2)\int X_iX_j\,dx=\left[X_iX_j'-X_jX_i'\right]_{-W/2}^{W/2}=0,$$

because at each face both derivatives are the same multiple of their functions. After a uniform start with density $n_0$, the lowest mode $X=\cos\alpha x$ has amplitude $n_0\int X\,dx/\int X^2dx$. Its share of all carriers is

$$f=\frac{(\int X\,dx)^2}{W\int X^2dx}=\frac{2\sin^2u}{u(u+\sin u\cos u)},$$

where $\int X\,dx=W(\sin u)/u$ and $\int X^2dx=W(u+\sin u\cos u)/(2u)$. Here $1-f=2.4\times10^{-5}$, so the total number of carriers decays practically as one exponential from the start.

If the flash is absorbed near one face, higher modes are strongly excited. The first odd mode has $u=1.592$ and a lifetime of 1.32 µs. The next even mode has $u=3.152$ and a lifetime of 0.34 µs. Odd modes integrate to zero over the thickness, so a measurement of the total carrier number does not see them. The slowest part of its transient is the 0.34 µs mode, and all higher modes together carry only about 1% of the total number. A measurement of the density at one face does see the odd mode, whose factor after 10 µs is $e^{-10/1.316}\approx5\times10^{-4}$. This factor is small, but the odd mode has about twice the amplitude of the lowest mode at the face and decays 77 times faster, so at 10 µs the momentary lifetime seen at the lit face is still about 8% short; at 15 µs it is 0.2% short. For the total number, a fit that begins 10 µs after the flash yields the lowest mode. For the density at a face, such a fit does so only if it extends over 50 µs or more; a shorter fit should begin at about 20 µs.

### (d) The real wafer

The numbers describe a moderately passivated wafer. Very good passivation reaches a few cm/s, and bare or damaged surfaces can be far above $10^3$ cm/s; these are rough figures. At 300 K the chosen $D$ implies an electron mobility of $1160\ \mathrm{cm^2/Vs}$, reasonable for an acceptor density $N_A=10^{16}\ \mathrm{cm^{-3}}$, which is used below. Each estimate changes one assumption and keeps the others, with rough material parameters.

**Bulk loss.** A bulk lifetime of 1 ms adds $1000\ \mathrm{s^{-1}}$ to the surface rate of $9890\ \mathrm{s^{-1}}$ and lowers the lifetime to 91.8 µs. Radiative and Auger recombination, with assumed round coefficients $5\times10^{-15}\ \mathrm{cm^3/s}$ and $10^{-30}\ \mathrm{cm^6/s}$, add $50+100=150\ \mathrm{s^{-1}}$ and give 99.6 µs. The Auger coefficient is uncertain at this doping; doubling it would lower the lifetime to about 99 µs.

**Injection.** Let $n=rN_A$ and $p=(1+r)N_A$. Suppose the surface traps lie at midgap, capture electrons and holes with the same velocity $S$, and emit negligibly. If a fraction $g$ of them holds an electron, steady capture requires $Sn(1-g)=Spg$. Hence $g=n/(n+p)$, and the recombination rate is $Snp/(n+p)$. The effective velocity is this rate divided by $n$:

$$S_{\rm eff}=S\,\frac p{n+p}=S\,\frac{1+r}{1+2r}.$$

The diffusivity changes too. With $\varepsilon=eE/k_BT$ for an internal field $E$, equal electron and hole fluxes obey $J/D_n=-n'-n\varepsilon$ and $J/D_p=-n'+p\varepsilon$, since neutrality makes $p'=n'$. Multiplying the first by $p$, the second by $n$, and adding removes the field:

$$J=-\frac{n+p}{p/D_n+n/D_p}\,n'.$$

With $D_n=30$ and $D_p=12\ \mathrm{cm^2/s}$, 10% injection gives $S_{\rm eff}=91.7\ \mathrm{cm/s}$, a diffusivity of $26.7\ \mathrm{cm^2/s}$, and a lifetime of 110.3 µs. At 1% it is 102.1 µs. These are momentary values at a fixed $r$: as $r$ falls, the lifetime drifts and the decay is not strictly exponential. They also rest on equal capture velocities, which real surfaces need not have. If electrons are captured with velocity $S$ and holes with $S/\kappa$, the same balance gives $S_{\rm eff}=Sp/(p+\kappa n)$. At 1% injection the lifetime is then about 111 µs for $\kappa=10$ and about 200 µs for $\kappa=100$. For the surface, low injection means $\kappa n\ll p$.

**Geometry and surface charge.** Faces with 50 and 150 cm/s, which have the same sum of velocities, give 101.9 µs. For perfectly absorbing edges on a square wafer of side 10 cm, the slowest mode has a lifetime of 101.05 µs, but after a uniform start this lateral mode would take about a tenth of a second to dominate. During the actual decay the edges drain only a rim of width about $\sqrt{D\tau_s}=0.55\ \mathrm{mm}$. A measurement far from the edges does not notice them, while after uniform illumination the total carrier number of the whole wafer falls about 1% faster at 100 µs. Surface charge that brings a face to the onset of strong inversion in the dark depletes 0.30 µm there. In the lit wafer, excess electrons drawn to the face screen part of this charge, and the depleted layer is thinner. The electrons stored there must also recombine. At a fixed effective $S$ this lengthens the decay, and the more so as the interior density falls, because the stored number falls more slowly than that density. The charge also alters the carrier densities at the traps, and hence the effective $S$. Either effect can outweigh the diffusion term, and neither is included here. The program's value for depleted faces only makes the wafer thinner, so it is not an estimate for a charged surface.

**Temperature and traps.** At low injection nearly all these traps hold holes, and electron capture limits the rate. Then $S=N_t\sigma v$, with $N_t$ the trap density per area, $\sigma$ the electron capture cross-section and $v$ the thermal speed. For $\sigma=10^{-15}\ \mathrm{cm^2}$ and $v=10^7\ \mathrm{cm/s}$, $S=100\ \mathrm{cm/s}$ corresponds to $N_t=10^{10}\ \mathrm{cm^{-2}}$. When capture is a multiphonon transition, the electron's energy goes into lattice vibrations, and that process sets $\sigma$. With constant $\sigma$, $S\propto\sqrt T$ and $D\propto T^{-1.4}$, the lifetime at 350 K is 94.0 µs. A temperature-dependent $\sigma$ would change this estimate through $S$.

With equal capture velocities, the largest of the shifts calculated here are about 9 µs, eight times the diffusion term. For a wafer near 300 K with a bulk lifetime of at least 1 ms, injection low enough that both $n\ll p$ and $\kappa n\ll p$, little surface charge and an effective $S$ known to be 100 cm/s, the model therefore supports "about 100 µs", uncertain by roughly 10% because several small losses can act together; the further digits belong to the ideal problem. A bulk lifetime of only 100 µs would halve the result. Since $W/(2S)$ dominates the surface-limited lifetime, an error of 10% in $S$ alone also moves the lifetime by about 10%. The program calculates the shifted lifetimes that are quoted to a tenth of a microsecond or better.

## Computed values

```
thickness W = 200 um
surface recombination velocity S = 100 cm/s
diffusivity D = 30 cm2/s
h = S W/(2D) = 0.033333 (dimensionless)
lowest root u = 0.181566 rad
u squared = 0.0329662 (dimensionless)
wave number alpha = 18.1566 1/cm
decay rate D alpha^2 = 9889.9 1/s
surface-limited lifetime = 101.1136 us
same, finite-volume matrix = 101.1136 us
W/(2S) = 100.0000 us
W^2/(12D) = 1.1111 us
lower bound = 101.1111 us
upper bound = 101.3509 us
lifetime minus lower bound = 0.00245 us
face density / mean density = 0.98899
face density / centre density = 0.98356
first odd root = 1.59173 rad, lifetime = 1.3156 us
second even root = 3.15217 rad, lifetime = 0.3355 us
uniform start, share outside lowest mode = 2.430e-05
Neglected effects, rough silicon parameters:
temperature = 300 K, acceptors = 1e+16 cm^-3
electron mobility implied by D = 1160 cm2/Vs
bulk lifetime = 1000 us
lifetime with bulk loss = 91.83 us
radiative coefficient = 5e-15 cm3/s
Auger coefficient = 1e-30 cm6/s
radiative + Auger rate = 150 1/s
lifetime with radiative + Auger = 99.60 us
hole diffusivity = 12 cm2/s
injection 1 %: D = 29.57 cm2/s, S = 99.02 cm/s, lifetime = 102.12 us
injection 10 %: D = 26.67 cm2/s, S = 91.67 cm/s, lifetime = 110.34 us
intrinsic density = 1e+10 cm^-3
band bending at strong inversion = 0.714 V
depletion width per face = 0.304 um
lifetime with depleted faces = 100.80 us
lifetime, faces 50 and 150 cm/s = 101.94 us
square wafer side = 10 cm
absorbing-edge rate = 5.92 1/s
lifetime with absorbing edges = 101.05 us
at 350 K: D = 24.18 cm2/s, S = 108.01 cm/s
lifetime at 350 K = 93.96 us
capture cross-section = 1e-15 cm2
thermal speed = 1e+07 cm/s
surface trap density for this S = 1.0e+10 cm^-2
```
